# Relativistic maximum energy transfer in an elastic collision: a program that tests the result

```python
# Result under test: the largest kinetic energy given to a free target at rest
# (mass m2) by a projectile (mass m1, speed beta*c) in an elastic collision is
#   Tmax = 2 m2 beta^2 gamma^2 / (1 + 2 gamma m2/m1 + (m2/m1)^2),   c = 1,
# which tends to kappa*E, kappa = 4 m1 m2/(m1+m2)^2, at low speed.
# E: projectile kinetic energy; x = E/(2 m1). Masses are rest energies in eV
# in the examples and plain numbers in the general tests.
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy.constants import physical_constants, k, e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

mp.dps = 40


def max_transfer(m1, m2, energy):
    gamma = 1 + energy / m1
    ratio = m2 / m1
    return 2 * m2 * (gamma**2 - 1) / (1 + 2 * gamma * ratio + ratio**2)


def kappa_of(m1, m2):
    return 4 * m1 * m2 / (m1 + m2)**2


def threshold(m1, m2, transfer):
    root = mp.sqrt((1 + transfer / (2 * m2)) * (m1**2 + m2 * transfer / 2))
    return root - (m1 - transfer / 2)


def collide(m1, m2, energy, theta=None, excitation=0, target_energy=0):
    """Final target kinetic energy and lab angle, by boosting from the
    centre-of-mass frame; theta is the projectile angle there (default pi).
    The target may move along the beam; excitation adds to projectile mass."""
    theta = mp.pi if theta is None else theta
    p1 = mp.sqrt(energy * (energy + 2 * m1))
    p2 = mp.sqrt(target_energy * (target_energy + 2 * m2))
    total_e = energy + m1 + target_energy + m2
    total_p = p1 + p2
    s = total_e**2 - total_p**2
    w = mp.sqrt(s)
    m1_out = m1 + excitation
    p_cm = mp.sqrt((s - (m1_out + m2)**2) * (s - (m1_out - m2)**2)) / (2 * w)
    e_cm = mp.sqrt(m2**2 + p_cm**2)
    pz, px = -p_cm * mp.cos(theta), p_cm * mp.sin(theta)
    e_lab = (total_e * e_cm + total_p * pz) / w
    pz_lab = (total_e * pz + total_p * e_cm) / w
    return e_lab - m2, mp.atan2(px, pz_lab)


# Head-on collision solved directly from the two conservation laws.
for m2 in (0.01, 0.3, 1.0, 4.0, 100.0):
    for gamma in (1.1, 2.0, 10.0):
        p = np.sqrt(gamma**2 - 1)

        def imbalance(q):
            return gamma + m2 - np.hypot(m2, q) - np.hypot(1.0, p - q)

        q = brentq(imbalance, 1e-3 * p, 2 * p + 1e-6, xtol=1e-14)
        recoil = q**2 / (np.hypot(m2, q) + m2)
        assert abs(recoil / max_transfer(1.0, m2, gamma - 1) - 1) < 1e-8

# Angular scan: T(phi) holds, T rises up to the head-on case, energy form holds.
for m2 in (mpf("0.01"), mpf("0.3"), mpf(1), mpf(4), mpf(100)):
    for energy in (mpf("0.1"), mpf(1), mpf(9)):
        m1 = mpf(1)
        p_sq = energy * (energy + 2 * m1)
        previous = mpf(0)
        for degree in range(3, 181, 3):
            t, phi = collide(m1, m2, energy, mp.pi * degree / 180)
            pc = p_sq * mp.cos(phi)**2
            t_phi = 2 * m2 * pc / ((energy + m1 + m2)**2 - pc)
            assert abs(t / t_phi - 1) < mpf("1e-25")
            assert t > previous
            previous = t
        kap, x = kappa_of(m1, m2), energy / (2 * m1)
        assert abs(previous / max_transfer(m1, m2, energy) - 1) < 1e-25
        assert abs(previous / (kap * energy * (1 + x) / (1 + kap * x)) - 1) < 1e-25
        assert 1 - mpf("1e-25") <= previous / (kap * energy) <= 1 + x
        if m2 == m1:
            assert abs(previous / energy - 1) < 1e-25

# Newtonian limit from Newtonian conservation laws, solved symbolically.
a, b, v, ma, mb = sp.symbols("a b v ma mb", positive=True)
after = ma * (v - mb * b / ma)**2 + mb * b**2
speeds = sp.solve(sp.Eq(after, ma * v**2), b)
assert len(speeds) == 1
newton = mb * speeds[0]**2 / (ma * v**2)
assert sp.simplify(newton - 4 * ma * mb / (ma + mb)**2) == 0

# First relativistic corrections at fixed energy and at fixed velocity.
for m2 in (mpf("0.2"), mpf(3), mpf(50)):
    kap = kappa_of(mpf(1), m2)
    x = mpf("1e-9")
    slope = (collide(mpf(1), m2, 2 * x)[0] / (kap * 2 * x) - 1) / x
    assert abs(slope - (1 - kap)) < 1e-7
    beta = mpf("1e-5")
    energy = 1 / mp.sqrt(1 - beta**2) - 1
    slope = (collide(mpf(1), m2, energy)[0] / (kap * beta**2 / 2) - 1) / beta**2
    assert abs(slope - (1 - kap / 4)) < 1e-7

# Real cases: rest energies in eV, atomic masses rounded to mass numbers.
unit = mpf(physical_constants["atomic mass constant energy equivalent in MeV"][0]) * 10**6
electron = mpf(physical_constants["electron mass energy equivalent in MeV"][0]) * 10**6
boron, silicon, silicon30 = 11 * unit, 28 * unit, 30 * unit

# Mean kinetic energy of a silicon atom along one direction, Debye model.
temperature, debye = 300.0, 640.0
y = debye / temperature
integral = quad(lambda z: z**3 / 2 / np.tanh(z / 2), 0, y)[0]
factor = 3 * integral / y**3
assert abs(factor - (1 + y**2 / 20 - y**4 / 1680)) < 2e-3
thermal = mpf(factor * k * temperature / e / 2)

print("INPUTS")
print(f"electron rest energy = {float(electron)/1e3:.3f} keV")
print(f"boron-11 rest energy = {float(boron)/1e9:.4f} GeV")
print(f"silicon-28 rest energy = {float(silicon)/1e9:.4f} GeV")

print("BORON ION ON SILICON")
e_ion = mpf(100000)
kap_ion = kappa_of(boron, silicon)
x_ion = e_ion / (2 * boron)
t_ion = collide(boron, silicon, e_ion)[0]
assert abs(t_ion / max_transfer(boron, silicon, e_ion) - 1) < 1e-20
gamma_ion = 1 + e_ion / boron
print(f"ion energy = {float(e_ion)/1e3:.0f} keV")
print(f"beta = {float(mp.sqrt(1 - 1/gamma_ion**2)):.6f}")
print(f"kappa = {float(kap_ion):.5f}")
print(f"x = {float(x_ion):.3e}")
print(f"maximum transfer = {float(t_ion)/1e3:.3f} keV")
print(f"relativistic minus Newtonian = {float(t_ion - kap_ion*e_ion):.4f} eV")
excitation = mpf(100)
drop = t_ion - collide(boron, silicon, e_ion, excitation=excitation)[0]
assert abs(drop / (2 * boron * excitation / (boron + silicon)) - 1) < 2e-3
print(f"assumed electronic excitation = {float(excitation):.0f} eV")
print(f"drop of maximum by excitation = {float(drop):.1f} eV")

print("ELECTRON ON SILICON")
kap_el = kappa_of(electron, silicon)
print(f"kappa = {float(kap_el):.5e}")
print(f"mass ratio M2/M1 = {float(silicon/electron):.1f}")
for kev in (100, 200, 300):
    energy = mpf(kev * 1000)
    t = collide(electron, silicon, energy)[0]
    assert abs(t / max_transfer(electron, silicon, energy) - 1) < 1e-20
    gamma = 1 + energy / electron
    print(f"{kev} keV: beta = {float(mp.sqrt(1-1/gamma**2)):.4f}, "
          f"gamma = {float(gamma):.4f}, x = {float(energy/(2*electron)):.4f}")
    print(f"{kev} keV: maximum transfer = {float(t):.2f} eV, "
          f"Newtonian = {float(kap_el*energy):.2f} eV, "
          f"ratio = {float(t/(kap_el*energy)):.4f}")

print("THRESHOLD ELECTRON ENERGY")
for displacement in (12, 15, 20):
    exact = threshold(electron, silicon, mpf(displacement))
    found = brentq(lambda en: float(collide(electron, silicon, mpf(en))[0])
                   - displacement, 1e3, 1e6, xtol=1e-6)
    assert abs(found / float(exact) - 1) < 1e-9
    print(f"displacement energy {displacement} eV: relativistic = "
          f"{float(exact)/1e3:.1f} keV, Newtonian = "
          f"{float(displacement/kap_el)/1e3:.1f} keV")

print("NEGLECTED TARGET MOTION AND ISOTOPES")
e_beam, barrier = mpf(200000), mpf(20)
t_el = collide(electron, silicon, e_beam)[0]
shifts = []
for mass, energy, t in ((electron, e_beam, t_el), (boron, e_ion, t_ion)):
    final = collide(mass, silicon, energy, target_energy=thermal)[0]
    rho = (silicon - mass) / (silicon + mass)
    estimate = (mp.sqrt(t) + rho * mp.sqrt(thermal))**2
    assert abs((final - t) / (estimate - t) - 1) < 2e-3
    shifts.append(float(final - t))
print(f"temperature = {temperature:.0f} K, Debye temperature = {debye:.0f} K")
print(f"quantum/classical kinetic energy = {factor:.4f}")
print(f"mean target energy along beam = {float(thermal):.5f} eV")
print(f"rise of final energy, 200 keV electron = {shifts[0]:.2f} eV")
print(f"rise of final energy, 100 keV boron = {shifts[1]:.1f} eV")

# Fraction of atoms whose motion lifts a 200 keV head-on recoil over 20 eV;
# harmonic atoms have a Gaussian velocity distribution along the beam.
needed = float((mp.sqrt(barrier) - mp.sqrt(t_el)) / mp.sqrt(thermal))
fraction = 0.5 * erfc(needed / np.sqrt(2))
draws = np.random.default_rng(7).normal(size=400000)
mass_f, thermal_f = float(silicon), float(thermal)
velocity = draws * np.sqrt(2 * thermal_f / mass_f)
velocity += 2 * float(mp.sqrt(e_beam * (e_beam + 2 * electron))) / mass_f
sampled = np.mean(0.5 * mass_f * velocity**2 > float(barrier))
assert abs(sampled - fraction) < 4e-3
print(f"velocity needed to reach 20 eV at 200 keV = {needed:.2f} rms velocities")
print(f"fraction of atoms moving fast enough = {fraction:.3f}")
t_30 = collide(electron, silicon30, e_beam)[0]
print(f"200 keV electron on silicon-30: maximum = {float(t_30):.2f} eV")
print("tests ok")
```

Output:

```
INPUTS
electron rest energy = 510.999 keV
boron-11 rest energy = 10.2464 GeV
silicon-28 rest energy = 26.0818 GeV
BORON ION ON SILICON
ion energy = 100 keV
beta = 0.004418
kappa = 0.80999
x = 4.880e-06
maximum transfer = 80.999 keV
relativistic minus Newtonian = 0.0751 eV
assumed electronic excitation = 100 eV
drop of maximum by excitation = 56.4 eV
ELECTRON ON SILICON
kappa = 7.83655e-05
mass ratio M2/M1 = 51040.9
100 keV: beta = 0.5482, gamma = 1.1957, x = 0.0978
100 keV: maximum transfer = 8.60 eV, Newtonian = 7.84 eV, ratio = 1.0978
200 keV: beta = 0.6953, gamma = 1.3914, x = 0.1957
200 keV: maximum transfer = 18.74 eV, Newtonian = 15.67 eV, ratio = 1.1957
300 keV: beta = 0.7765, gamma = 1.5871, x = 0.2935
300 keV: maximum transfer = 30.41 eV, Newtonian = 23.51 eV, ratio = 1.2935
THRESHOLD ELECTRON ENERGY
displacement energy 12 eV: relativistic = 135.2 keV, Newtonian = 153.1 keV
displacement energy 15 eV: relativistic = 164.8 keV, Newtonian = 191.4 keV
displacement energy 20 eV: relativistic = 211.5 keV, Newtonian = 255.2 keV
NEGLECTED TARGET MOTION AND ISOTOPES
temperature = 300 K, Debye temperature = 640 K
quantum/classical kinetic energy = 1.2162
mean target energy along beam = 0.01572 eV
rise of final energy, 200 keV electron = 1.10 eV
rise of final energy, 100 keV boron = 31.1 eV
velocity needed to reach 20 eV at 200 keV = 1.14 rms velocities
fraction of atoms moving fast enough = 0.127
200 keV electron on silicon-30: maximum = 17.49 eV
tests ok
```
